\section*{Transmission of a Long Effusion Channel in Collisionless Flow}

Gallium vapour at 0.001 Torr and 1240 K enters a channel of radius 0.5 mm and length 20 mm. For an assumed collision diameter of 0.4 nm its atoms have a mean free path of about 180 mm, nine times the length of the channel, and no atom sticks to the hot wall. Yet about 5.9\% of the entering atoms leave by the far end, and those that do have struck the wall 239 times on average. The remaining 94\% return to the source. What limits the flow is the loss of direction at the wall, and for a long channel this fixes the transmitted fraction by geometry alone.

Let the channel be a straight circular cylinder of radius $R$ and length $L$, with a gas in equilibrium at $z=0$ and vacuum at $z=L$. Molecules do not collide with one another. The wall returns every molecule from the place where it landed, in a direction independent of the direction of arrival and distributed by the cosine law. The flow is steady. Let $W$ be the fraction of entering molecules that leave at $z=L$. The familiar expression $8R/(3L)$ cannot equal $W$ at every length, since it exceeds 1 for $L<8R/3$. The true statement is a limit with bounds valid for every $L$:
\begin{equation}
1-\sqrt{\frac{3R}{L}}-\frac{2R}{L}\;\le\;\frac{W}{8R/(3L)}\;\le\;1 .
\label{bounds}
\end{equation}
Both sides tend to 1 as $L/R\to\infty$.

The cosine law says that a surface element $dA$ emitting $\nu$ molecules per unit area and time sends to an element $dA'$, at distance $r$ in free view, the rate
\begin{equation}
\nu\,\frac{\cos\theta\cos\theta'}{\pi r^2}\,dA\,dA' ,
\label{cosine}
\end{equation}
where the angles are measured from the two normals. The geometrical factor is symmetric in the two elements, a property called reciprocity below. The gas enters by the same law, with $\nu_0=P/\sqrt{2\pi mk_BT}$ at pressure $P$, molecular mass $m$ and temperature $T$. Speeds do not appear in (\ref{cosine}), so $W$ is independent of them; temperature acts through $\nu_0$.

Consider first the fraction $F(z)$ of entering molecules that reach the cross-section at depth $z$ without touching the wall. For a point on the entrance disc and a point on the section, let $\rho$ be the lateral displacement. Then $r^2=z^2+\rho^2$ and $\cos\theta=\cos\theta'=z/r$. The pairs of points with a given displacement fill an area $A(\rho)$, the overlap of two discs of radius $R$ whose centres are $\rho$ apart. Dividing the rate by the entering rate $\pi R^2\nu_0$ gives
\begin{equation}
F(z)=\frac{1}{\pi^2R^2}\int_0^{2R}A(\rho)\,\frac{z^2}{(z^2+\rho^2)^2}\,2\pi\rho\,d\rho .
\end{equation}
Cut the overlap into strips parallel to the displacement. Each strip shortens by $d\rho$ when the displacement grows by $d\rho$, and the strips span a width $2\sqrt{R^2-\rho^2/4}$, so $A'(\rho)=-\sqrt{4R^2-\rho^2}$. Since $2\rho z^2/(z^2+\rho^2)^2$ is the derivative of $\rho^2/(z^2+\rho^2)$, integration by parts gives
\begin{equation}
F(z)=\frac{1}{\pi R^2}\int_0^{2R}\sqrt{4R^2-\rho^2}\;\frac{\rho^2}{\rho^2+z^2}\,d\rho .
\label{Fint}
\end{equation}
The boundary terms vanish because $A(2R)=0$ and the antiderivative is zero at $\rho=0$.

To evaluate this, write $\rho^2/(\rho^2+z^2)=1-z^2/(\rho^2+z^2)$. The first part integrates to $\pi R^2$, a quarter of a disc of radius $2R$. In the second put $\rho=2R\sin\phi$ and $q=\sqrt{z^2+4R^2}$:
\begin{align}
\int_0^{2R}\frac{\sqrt{4R^2-\rho^2}}{\rho^2+z^2}\,d\rho
&=\int_0^{\pi/2}\frac{4R^2\cos^2\phi}{4R^2\sin^2\phi+z^2}\,d\phi\nonumber\\
&=q^2\int_0^{\pi/2}\frac{d\phi}{z^2\cos^2\phi+q^2\sin^2\phi}-\frac{\pi}{2}
=\frac{\pi}{2}\left(\frac{q}{z}-1\right).
\end{align}
The second line uses $4R^2\cos^2\phi=q^2-(4R^2\sin^2\phi+z^2)$, and the substitution $t=\tan\phi$ turns the remaining integral into $\int_0^\infty dt/(z^2+q^2t^2)=\pi/(2zq)$. Hence
\begin{equation}
F(z)=1-\frac{z(q-z)}{2R^2}=\left(\frac{q-z}{2R}\right)^2 ,
\label{F}
\end{equation}
where the last form follows on expanding the square with $q^2=z^2+4R^2$.

The area under $F$ will supply the number $8/3$. Integrating (\ref{Fint}) over $z$ first, with $\int_0^\infty dz/(\rho^2+z^2)=\pi/(2\rho)$,
\begin{equation}
\int_0^\infty F\,dz=\frac{1}{2R^2}\int_0^{2R}\rho\sqrt{4R^2-\rho^2}\,d\rho
=\frac{1}{2R^2}\,\frac{(2R)^3}{3}=\frac{4R}{3}.
\label{area}
\end{equation}
Because $F(z)$ is the probability that the first flight gets beyond $z$, this is the mean depth of the first wall impact in an endless channel.

Flights that start on the wall follow from $F$ by reciprocity. A molecule that passes the section at $x$ on its first flight but misses the one at $x+dx$ has hit the strip between them. The strip therefore receives $-\pi R^2\nu_0F'(x)\,dx$ directly from the entrance. Let $p(s)$ be the probability that a molecule leaving the wall crosses, in that flight, the section at axial distance $s$ on a chosen side. A strip emitting $\nu_0$ per unit area would send $2\pi R\,dx\,\nu_0\,p(x)$ to the entrance disc, and reciprocity makes the two rates equal. Since $q'=z/q$, equation (\ref{F}) gives $F'=-2F/q$, and so
\begin{equation}
p(s)=-\frac{R}{2}F'(s)=\frac{R\,F(s)}{\sqrt{s^2+4R^2}},\qquad p(0)=\frac12 .
\label{p}
\end{equation}
By the same argument about neighbouring sections, the next impact falls at axial displacement $s$, on either side, with density $K(s)=-p'(s)$. This is positive because $p$ decreases.

Let $\nu_0u(x)$ be the rate per unit area at which molecules strike the wall at depth $x$. In the steady state it is also the rate of re-emission. Direct arrivals contribute $p(x)$ to $u$, and arrivals from the rest of the wall complete the balance:
\begin{equation}
u(x)=p(x)+\int_0^LK(|x-x'|)\,u(x')\,dx' .
\label{u}
\end{equation}
The integral of the kernel is
\begin{equation}
\int_0^LK(|x-x'|)\,dx'=1-p(x)-p(L-x) ,
\label{row}
\end{equation}
which is the probability that a molecule leaving the wall meets the wall again. Its maximum on $[0,L]$ is below 1, so the difference of two bounded solutions of (\ref{u}) would have to be smaller than itself, and the solution is unique. Iteration from $u=0$ converges to it. Every iterate is non-negative, and if one iterate is at most 1, the next is at most $p(x)+1-p(x)-p(L-x)\le1$. Thus $0\le u\le1$.

Two further facts come from reflecting the channel end to end. Insert $1-u(L-x)$ into the right side of (\ref{u}). By (\ref{row}) and the reflected form of (\ref{u}), the result is
\begin{equation}
p(x)+1-p(x)-p(L-x)-\bigl[u(L-x)-p(L-x)\bigr]=1-u(L-x).
\end{equation}
This function is therefore also a solution, and uniqueness gives $u(x)+u(L-x)=1$. Next, let $v(x)$ be the probability that a molecule leaving the wall at $x$ finally exits at $L$. It either crosses the exit at once or does so after another impact, so $v(x)=p(L-x)+\int_0^LK(|x-x'|)v(x')\,dx'$. This is the equation obeyed by $u(L-x)$, whence $v=1-u$.

Now count the net flux through any section $z$, in units of the entering rate $\pi R^2\nu_0$. A strip of area $2\pi R\,dx$ contributes with the factor $2\pi R/(\pi R^2)=2/R$:
\begin{equation}
W=F(z)+\frac2R\int_0^zu(x)p(z-x)\,dx-\frac2R\int_z^Lu(x)p(x-z)\,dx .
\label{flux}
\end{equation}
At $z=L$ this is the transmitted fraction. It has the same value at every $z$, because its derivative is
\begin{equation}
-\frac2Rp(z)+\frac2R\left[2p(0)u(z)-\int_0^LK(|z-x|)u(x)\,dx\right]=0
\end{equation}
by $2p(0)=1$ and (\ref{u}). The two terms $p(0)u(z)$ come from the moving limits of integration.

Integrate (\ref{flux}) over $z$ from 0 to $L$. For fixed $x$, (\ref{p}) gives $\int_x^Lp(z-x)\,dz=\frac R2[1-F(L-x)]$ and $\int_0^xp(x-z)\,dz=\frac R2[1-F(x)]$. Therefore
\begin{align}
WL&=\int_0^LF\,dx+\int_0^Lu(x)\,[F(x)-F(L-x)]\,dx\nonumber\\
&=\int_0^LF\,dx+\int_0^LuF\,dx-\int_0^L(1-u)F\,dx
=2\int_0^LF(x)\,u(x)\,dx .
\label{identity}
\end{align}
In the second line $x$ was replaced by $L-x$ in the last term and the symmetry of $u$ was used. This identity holds for every length. With $u\le1$ and (\ref{area}) it gives
\begin{equation}
W\le\frac2L\int_0^\infty F\,dx=\frac{8R}{3L},
\end{equation}
the upper bound in (\ref{bounds}).

The limit is approached if $u$ is close to 1 where $F$ is appreciable, that is, within a few radii of the entrance. To prove that it is, follow the entering molecules instead. Their first impacts have density $-F'=2p/R$, so
\begin{equation}
W=F(L)+\frac2R\int_0^Lp\,v\,dx,\qquad\text{hence}\qquad
\int_0^Lp\,v\,dx\le\frac{RW}{2}\le\frac{4R^2}{3L}.
\label{pv}
\end{equation}
Since $u=1-v$, the shortfall in (\ref{identity}) is $8R/3-WL=2B$ with
\begin{equation}
B=\int_0^LF\,v\,dx+\int_L^\infty F\,dx .
\end{equation}
Choose a depth $X\le L$. Below it, (\ref{p}) gives $F=p\sqrt{x^2+4R^2}/R\le p\,(X+2R)/R$. Beyond it, use $v\le1$ and $F=[2R/(q+x)]^2\le R^2/x^2$. Then
\begin{equation}
B\le\frac{4R(X+2R)}{3L}+\frac{R^2}{X}.
\end{equation}
The choice $X=\sqrt{3RL/4}$ makes the two $X$-dependent terms equal and their sum least, $4R^2/\sqrt{3RL}$. Dividing $2B$ by $8R/3$ gives a relative shortfall of at most $\sqrt{3R/L}+2R/L$, the lower bound in (\ref{bounds}). If $L<3R/4$, this $X$ lies outside the channel, but the lower bound is then negative and holds trivially.

The opposite limit, $L\ll R$, shows how the law fails for a short channel. To first order $F(L)=1-L/R$, while $p$ and $v$ are both $1/2$ on the narrow wall. Equation (\ref{pv}) then gives $W=1-L/R+(2/R)(L/4)=1-L/(2R)$: half of the molecules that hit the wall still get through.

Numerical solution of (\ref{u}) fills in the range between. The ratio of $W$ to $8R/(3L)$ is 0.386, 0.716, 0.892 and 0.971 for $L/R=2$, 10, 40 and 200. The lower bound at $L/R=40$ is 0.676, so it secures the limit but is a poor estimate of $W$. Sampled three-dimensional flights provide a check that does not use the integral equation. At $L/R=10$ they give $W=0.1909\pm0.0009$, against 0.1909 from the equation. For molecules started on the wall at $x=2R$ in the same channel, the sampled chance of leaving by the far end is $0.255\pm0.001$, and $1-u$ gives 0.257.

Deep inside a long channel the result can be read as diffusion. Where $u$ varies slowly, expand $u(x')$ in (\ref{u}) about $x$ and drop $p(x)$. The odd term cancels, and the second-order term contains
\begin{equation}
\frac12\int_{-\infty}^{\infty}s^2K(|s|)\,ds=2\int_0^\infty s\,p\,ds=R\int_0^\infty F\,ds=\frac{4R^2}{3},
\label{moment}
\end{equation}
after two integrations by parts. To leading order $u''=0$, so the impingement rate falls linearly from the source to the vacuum. The flux is proportional to its slope, $-1/L$, which is the origin of the inverse length.

For the gallium channel $L/R=20/0.5=40$, and the limit law gives $W=8/(3\times40)=0.0667$. The solved equation gives 0.0595, and sampled flights give $0.0588\pm0.0004$. The impingement rate at the entrance is $1.195\times10^{17}$ atoms/(cm$^2$ s) and the opening has an area of $7.854\times10^{-3}$ cm$^2$, so $9.38\times10^{14}$ atoms enter per second. Multiplication by the two values of $W$ gives a transmitted rate of $6.26\times10^{13}$ atoms/s from the limit law and $5.58\times10^{13}$ atoms/s from the solved equation. At this length the limit law is 12\% too high relative to the solution.

The many wall impacts make the result sensitive to loss. Suppose a molecule is permanently lost with a small probability $a$ at each impact. The kernel term in (\ref{u}) gains a factor $1-a$, and with (\ref{moment}) the leading balance becomes
\begin{equation}
\frac{4R^2}{3}u''=a\,u,\qquad
u=\frac{\sinh\kappa(L-x)}{\sinh\kappa L},\qquad \kappa^2=\frac{3a}{4R^2}.
\end{equation}
The slope at the exit, and with it the transmission, is changed by the factor $\kappa L/\sinh\kappa L\approx1-\kappa^2L^2/6=1-aL^2/(8R^2)$ when $\kappa L$ is small. A loss of $10^{-4}$ per impact should thus lower $W$ by about $10^{-4}\times1600/8=2.0\%$; the full equation gives 2.35\%. The same drop follows from the sampled impacts, since 239 chances of $10^{-4}$ make 2.4\%. However small $a$ is, the diffusive part of the flow becomes exponentially small when $L\gg R/\sqrt a$. The transmission itself does not. A fraction $F(L)\approx R^2/L^2$ crosses without touching the wall. Since $p(s)\approx R^3/s^3$ at large $s$, molecules that strike the wall only within about $1/\kappa$ of one end and cross the rest in one long flight add a part of order $R^2/(\kappa L^3)$, which the expansion in $u''$ misses. The transmission then falls as a power of $L$, but it no longer follows the inverse-length law.

Partly mirror-like reflection acts the other way. In a cylinder such a reflection repeats the previous axial step. If a fraction $f$ of impacts is specular, the number $N$ of equal steps between diffuse re-emissions has probability $(1-f)f^{N-1}$, with $\langle N^2\rangle=(1+f)/(1-f)^2$. Diffuse events make up a fraction $1-f$ of all impacts, so the mean square displacement per impact, and with it the flux in the long-channel limit, rises by $(1+f)/(1-f)$. For $f=0.10$ this is 1.22. Sampled flights at $L/R=40$ give an increase by a factor of $1.178\pm0.007$. The two need not agree, because 1.22 is derived only for the long-channel limit.

The chosen temperature and pressure are roughly those of a gallium source for GaAs growth, but the long-channel law is unsuitable for a source with a wide, short opening. In a real channel the wall must be kept hot enough that gallium does not collect on it, since a liquid film emits at a rate set by its vapour pressure and not by the rate of arrival, so that the balance (\ref{u}) would no longer hold. Of the departures sized here, 10\% specular reflection is the largest, raising $W$ by about 18\%; both that fraction and the loss per impact are assumed values, not properties of a known wall. Gas collisions are much rarer than wall impacts but not absent. With an assumed collision diameter of 0.4 nm, the ratio of $L$ to the mean free path is 0.11, which matters for atoms flying straight through. The mean free path varies as the inverse square of the assumed diameter: 0.5 nm would shorten it to about 116 mm and raise this ratio and the collision numbers below by a factor of about 1.6. A flight of length $2R$ is interrupted with a probability of about 0.6\% at the source density. These chances add up. A transmitted atom makes some 240 flights of mean length about $2R$, a path of about 240 mm, which is longer than the mean free path. With a density that falls linearly along the channel this means about 0.7 collisions per transmitted atom, so a sizeable share of them collide at least once. The resulting change of $W$ has not been computed, and at much higher source pressure the collisionless description fails.

\section*{Table of computed values}
\begin{verbatim}
mean first-flight depth / R = 1.333333
L/R, W solved, 8R/(3L), ratio, lower bound on ratio:
      2  0.51423  1.33333  0.3857  -1.2247
     10  0.19094  0.26667  0.7160  0.2523
     40  0.05945  0.06667  0.8918  0.6761
    200  0.01294  0.01333  0.9709  0.8675
L/R = 10: W from sampled flights = 0.1909 +/- 0.0009
L/R = 10, start on wall at x = 2R, far-exit chance:
  sampled 0.2548, from 1-u 0.2569
Example: Ga, mass 69.723 u
channel radius = 0.5 mm; length = 20.0 mm
L/R = 40
temperature = 1240 K
source pressure = 0.0010 Torr
impingement rate = 1.195e+17 atoms/(cm2 s)
opening area = 7.8540e-03 cm2
entering rate = 9.383e+14 atoms/s
W, limit law = 0.06667
W, solved equation = 0.05945
W, sampled flights = 0.05883 +/- 0.00037
transmitted rate, limit law = 6.255e+13 atoms/s
transmitted rate, solved = 5.578e+13 atoms/s
limit law too high by 12.1 %
Neglected effects:
assumed collision diameter = 0.4 nm
mean free path at source pressure = 181 mm
L / mean free path = 0.111
2R / mean free path = 0.0055
specular fraction = 0.10
W(specular)/W(diffuse) = 1.178 +/- 0.007
mean wall hits of transmitted atoms = 239
assumed loss per wall hit = 1.0e-04
drop of W from wall loss = 2.35 %
\end{verbatim}
